# Piezoelectric polarization of biaxially strained (111) and (001) zinc-blende films

A thin zinc-blende film is bonded to a thick substrate that stretches it equally in all directions of its plane. The in-plane strain $\epsilon_\parallel$ is positive for tension. The top face carries no traction, so the film can relax along its normal $\hat n$. Two films of the same material are compared at the same $\epsilon_\parallel$, one with a (111) surface and one with an (001) surface.

All tensor components refer to the cubic axes $x,y,z$. The strain $\epsilon_{ij}$ is the symmetric tensor, so $\epsilon_{xy}$ is half the engineering shear $\gamma_{xy}$. The polarization $P$ is the change caused by strain, counted from the unstrained crystal. At zero macroscopic field and to first order in strain,

$$P_i=\sum_{jk}e_{ijk}\,\epsilon_{jk},\qquad e_{ijk}=e_{ikj},\qquad e_{14}\equiv e_{xyz}.$$

The sign of $e_{14}$ depends on which sense of the body diagonal is called [111]. That choice is fixed once and kept.

## (a) Which piezoelectric constants survive?

**Question.** Use the rotations of the zinc-blende crystal to reduce $e_{ijk}$, and write $P$ for a general strain.

**Solution.** A twofold rotation about $z$ sends $(x,y,z)$ to $(-x,-y,z)$. It multiplies $e_{ijk}$ by $-1$ for each index equal to $x$ or $y$. Since the crystal is unchanged, so is its tensor, and a component survives only if $x$ and $y$ together appear an even number of times. Let $N_x,N_y,N_z$ count the indices of each kind. The twofold axes along $z$ and $x$ require

$$N_x+N_y\ \text{even},\qquad N_y+N_z\ \text{even}.$$

The three counts therefore have the same parity. Their sum is 3, which is odd, so each count is odd, and hence each equals 1. Only components with three different indices remain.

The threefold rotation $x\to y\to z\to x$ gives $e_{xyz}=e_{yzx}=e_{zxy}$. The symmetry in the last two indices supplies the other three components, so all six equal $e_{14}$. In the sum for $P_x$, both $\epsilon_{yz}$ and $\epsilon_{zy}$ appear:

$$P_x=2e_{14}\epsilon_{yz},\qquad P_y=2e_{14}\epsilon_{zx},\qquad P_z=2e_{14}\epsilon_{xy}.$$

Stretching along the cubic axes produces no polarization at this order; cubic-axis shear is needed. In a crystal with inversion symmetry, such as diamond, inversion multiplies a tensor of three indices by $(-1)^3$, so $e_{14}$ would vanish as well.

## (b) What strain does each film have?

**Question.** Find the normal strain $\epsilon_\perp$ and the cubic-axis shear for both orientations, given the elastic constants $C_{11},C_{12},C_{44}$.

**Solution.** The substrate fixes the strain within the plane. The film could still choose a normal strain and a shear that tilts its normal. The tilting shear is described by a vector in the plane. For (111), the threefold axis along $\hat n$ would rotate this vector by $120^\circ$ while leaving the loading unchanged. For (001), the fourfold rotation combined with reflection of $z$ would turn it by $90^\circ$ and reverse it. A stable elastic film has one solution for a given loading, so the vector must equal its transformed copy. It is therefore zero in both cases, and

$$\epsilon_{ij}=\epsilon_\parallel(\delta_{ij}-n_in_j)+\epsilon_\perp n_in_j .$$

**The (111) film.** Here $n_in_j=1/3$ for every pair $i,j$. The three diagonal strains are equal, and so are the three shears:

$$d=\frac{2\epsilon_\parallel+\epsilon_\perp}{3},\qquad s\equiv\epsilon_{xy}=\epsilon_{yz}=\epsilon_{zx}=\frac{\epsilon_\perp-\epsilon_\parallel}{3},$$

which gives $d=\epsilon_\parallel+s$. Hooke's law gives $\sigma_{xx}=(C_{11}+2C_{12})d$ and $\sigma_{xy}=\sigma_{xz}=2C_{44}s$. The $x$ component of the traction must vanish:

$$\frac{\sigma_{xx}+\sigma_{xy}+\sigma_{xz}}{\sqrt3}=0
\quad\Rightarrow\quad (C_{11}+2C_{12})(\epsilon_\parallel+s)+4C_{44}s=0 .$$

The other two components give the same equation. Hence

$$s=-\frac{C_{11}+2C_{12}}{C_{11}+2C_{12}+4C_{44}}\,\epsilon_\parallel ,$$

and $\epsilon_\perp=\epsilon_\parallel+3s$ becomes

$$\epsilon_\perp=-\frac{2C_{11}+4C_{12}-4C_{44}}{C_{11}+2C_{12}+4C_{44}}\,\epsilon_\parallel .$$

Two limits show the competition. If $C_{44}\to0$, shear costs nothing, $s\to-\epsilon_\parallel$, and the volume stays fixed because $d\to0$. If $C_{44}$ is very large, $s\to0$ and the film expands equally in all directions.

**The (001) film.** Now $\hat n$ lies along $z$, so the strain is diagonal: $\epsilon_{xx}=\epsilon_{yy}=\epsilon_\parallel$, $\epsilon_{zz}=\epsilon_\perp$. The condition $\sigma_{zz}=C_{11}\epsilon_\perp+2C_{12}\epsilon_\parallel=0$ gives

$$\epsilon_\perp=-\frac{2C_{12}}{C_{11}}\epsilon_\parallel,\qquad \epsilon_{xy}=\epsilon_{yz}=\epsilon_{zx}=0 .$$

## (c) What polarization follows?

**Question.** Combine (a) and (b). Express the magnitude for (111) through the cubic-axis shear, and compare the (001) film.

**Solution.** Each component of $P$ in the (111) film contains the same shear:

$$\mathbf P_{111}=2e_{14}s\,(1,1,1).$$

The vector $(1,1,1)$ has length $\sqrt3$, so

$$\boxed{|\mathbf P_{111}|=2\sqrt3\,|e_{14}s|},\qquad \boxed{\mathbf P_{001}=0}.$$

The factor 2 belongs to tensor shear. With engineering shear $\gamma=2s$ the same result reads $\sqrt3\,|e_{14}\gamma|$. In terms of the imposed strain,

$$|\mathbf P_{111}|=2\sqrt3\,|e_{14}\epsilon_\parallel|\,\frac{C_{11}+2C_{12}}{C_{11}+2C_{12}+4C_{44}} .$$

The two films differ because the same kind of stretching, described in the cubic axes, contains shear in one case and none in the other.

A crystal of rigid ions gives a separate test. Let $\mathbf r_1,\dots,\mathbf r_4$ be the bonds from one ion, with unstrained length $r_0$, and take the energy, in arbitrary units,

$$U=\sum_i(r_i^2-r_0^2)^2+0.2\sum_{i<j}\left(\mathbf r_i\cdot\mathbf r_j+\frac{r_0^2}{3}\right)^2 .$$

Under strain, one sublattice shifts relative to the other until $U$ is least, and the shift carries the polarization. The model's $e_{14}$ was found from a single shear $\epsilon_{yz}=10^{-6}$. The ions were then relaxed again under the (111) strain of part (b) with $\epsilon_\parallel=10^{-6}$. The normal strain was imposed from the elastic constants of part (f), not from the model's own, and the polarization was taken per strained volume. The ratio $|\mathbf P|/|e_{14}s|$ came out as 3.46409, against $2\sqrt3=3.46410$.

## (d) What remains true beyond first order?

**Question.** Decide by symmetry whether a larger strain can polarize the (001) film, and what happens when a (111) film is turned over.

**Solution.** The biaxially strained (001) crystal keeps the operation that rotates by $90^\circ$ about $z$ and reflects $z$. Suppose the strain grows gradually and the crystal keeps this symmetry, with no spontaneous distortion. The polarization accumulated on the way must then be unchanged by the operation. Reflection requires $P_z=-P_z$, so $P_z=0$. No nonzero vector in the plane is unchanged by a $90^\circ$ rotation, so $P_x=P_y=0$. This argument uses no expansion in strain: the zero holds to every order under the stated conditions. In the rigid-ion crystal at $\epsilon_\parallel=2\,\%$, the (001) polarization was no more than $10^{-9}$ of the (111) value.

The strained (111) crystal keeps its threefold axis and the mirror planes containing it. These allow a vector along $\hat n$, so nonlinear terms may change the magnitude, though not the axis.

Turning the film over replaces $\hat n$ by $-\hat n$. The strain contains $\hat n$ twice and does not change, so $\mathbf P$ keeps its direction in the crystal. The bound charge on the top face is $\mathbf P\cdot\hat n$, with $\hat n$ pointing outward, and this changes sign.

## (e) What field appears in an isolated film?

**Question.** The zero-field condition is now dropped. The faces carry no free charge, and the substrate is unpolarized. Find the field in the (111) film, including its effect on the strain.

**Solution.** With no free charge and no field outside, the normal displacement $D_n$ vanishes. Let $\kappa$ be the permittivity at fixed strain and $P_n=2\sqrt3\,e_{14}s$ the signed zero-field polarization along [111]. A field $E_n$ along the threefold axis keeps that axis, so its only elastic effect is an extra normal strain $\delta$.

The piezoelectric constant for normal strain is

$$e_n=\sum_{ijk}n_in_jn_k\,e_{ijk}=6e_{14}n_xn_yn_z=\frac{2e_{14}}{\sqrt3}.$$

From (b), the normal stress is $(C_{11}+2C_{12})d+4C_{44}s$. Both $d$ and $s$ rise by $\delta/3$, so the stiffness for normal strain is

$$C_n=\frac{C_{11}+2C_{12}+4C_{44}}{3}.$$

The field contributes $-e_nE_n$ to the normal stress. Zero traction therefore gives $C_n\delta=e_nE_n$, and zero displacement gives

$$0=\kappa E_n+P_n+e_n\delta
\quad\Rightarrow\quad
E_n=-\frac{P_n}{\kappa+e_n^2/C_n}.$$

The field opposes $P_n$. The total polarization, which includes the dielectric response, follows from $D_n=\varepsilon_0E_n+P_{\rm tot}=0$, so $P_{\rm tot}=-\varepsilon_0E_n$. It is smaller than $P_n$ by roughly the relative permittivity. The boxed law therefore gives the piezoelectric polarization at zero field, not the total polarization of an isolated film.

For (001), a normal field drives only the shear $\epsilon_{xy}$, which the substrate holds at zero. Then $D_n=\kappa E_n=0$, and there is no field.

## (f) How large are these quantities?

**Question.** Evaluate both films for a 50 nm layer with $\epsilon_\parallel=0.2\,\%$, $C_{11}=390$, $C_{12}=140$ and $C_{44}=250$ GPa, $e_{14}=35\ \mu\mathrm{C/cm^2}$ and relative permittivity 9.7. These are rounded, rough values in the regime of cubic silicon carbide on silicon.

**Solution.** With $C_{11}+2C_{12}=670$ GPa and $4C_{44}=1000$ GPa,

$$s=-\frac{670}{1670}\times0.2\,\%=-0.0802\,\%.$$

The film is tensile in its plane and contracts along its normal by 0.041 %. The polarization is

$$|\mathbf P_{111}|=2\sqrt3\times35\times8.02\times10^{-4}=0.097\ \mu\mathrm{C/cm^2}.$$

Divided by the elementary charge, this is $6.1\times10^{11}$ charges per cm². For the chosen positive $e_{14}$, $\mathbf P$ points against [111], and a top face with outward normal [111] has negative bound charge.

The term $e_n^2/C_n$ is 0.34 % of $\kappa$, so mechanical feedback hardly matters here. The open-circuit field is 0.113 MV/cm along [111], and the drop across 50 nm is 0.56 V. The total polarization of the isolated film is about a tenth of the zero-field value, since $1/(9.7\times1.0034)\approx0.10$.

The (001) film at the same in-plane strain contracts by 0.144 % along its normal, more than the (111) film, yet has zero polarization. The amount of normal contraction therefore does not indicate the polarization. The full list of values is in the numerical output.

## (g) What does a small miscut do, and where does the model fail?

**Question.** Tilt the (001) surface by a small angle $\theta$ toward [110], at the same $\epsilon_\parallel$ and zero field. Find the leading polarization, then judge the neglected effects.

**Solution.** To first order, $\hat n=(\theta/\sqrt2,\theta/\sqrt2,1)$. The in-plane stress of the untilted film is

$$\sigma_\parallel=C_{11}\epsilon_\parallel+C_{12}(\epsilon_\parallel+\epsilon_\perp)
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\epsilon_\parallel .$$

A half-turn about $z$ reverses the tilt but leaves $\epsilon_{xy}$ unchanged. This shear is therefore even in $\theta$, and since it vanishes without tilt, it is at most of order $\theta^2$. To first order, the $x$ component of zero traction becomes $\sigma_\parallel\theta/\sqrt2+\sigma_{xz}=0$. The $y$ component gives the same value for $\sigma_{yz}$. Since $2\epsilon_{yz}=\sigma_{yz}/C_{44}$,

$$P_x=P_y=-\frac{e_{14}\sigma_\parallel\theta}{\sqrt2\,C_{44}},\qquad
|\mathbf P|\simeq\frac{|e_{14}\sigma_\parallel\theta|}{C_{44}} .$$

This vector lies in the film plane to leading order. In a wide uniform film it puts no charge on the top face; the normal part starts at $\theta^2$. For $\theta=4^\circ=0.0698$ and $\sigma_\parallel=0.859$ GPa, the formula gives $35\times0.859\times0.0698/250=0.0084\ \mu\mathrm{C/cm^2}$, in agreement with the full elastic solution. That solution gives a normal part of $0.0006\ \mu\mathrm{C/cm^2}$, about 0.6 % of the (111) polarization. The (001) null is thus robust for surface charge at this miscut, but less so for lateral polarization.

Other effects can be sized for the (111) example:

- **Nonlinearity.** Held at this strain tensor, the rigid-ion crystal lies 0.5 % below its own linear law. Of this, 0.36 % is the growth of the cell volume and about 0.17 % comes from the sublattice shift; the figure changes with the force constants and with the normal strain imposed. It omits electronic redistribution, so this does not bound the error of a real crystal.
- **Temperature.** If the film expands more than the substrate by $10^{-6}$ per K, an illustrative value on the high side for silicon carbide on silicon in this range, heating from 300 to 500 K removes 0.02 % strain. The polarization falls by 10 % if $e_{14}$ and the elastic constants are held fixed.
- **Intrinsic carriers.** For a 2.4 eV gap and an effective band density of states of $3\times10^{19}\ \mathrm{cm^{-3}}$, their sheet density at 500 K would be about $10^2\ \mathrm{cm^{-2}}$ with flat bands. The 0.56 V drop gathers electrons near one face and holes near the other, which raises each density to about $6\times10^3\ \mathrm{cm^{-2}}$ in an otherwise neutral film. This is still negligible beside the bound charge.
- **Breakdown and tunnelling.** The field is 7.5 % of a rough breakdown field of 1.5 MV/cm. The 0.56 V drop is too small to align the film's valence and conduction bands across 50 nm, so interband tunnelling within the film is absent without added bias.

The assumption that no other charge is present can fail even at modest doping. Fully ionized donors at $10^{16}\ \mathrm{cm^{-3}}$ would supply 8 % of the bound sheet density in 50 nm; at $10^{17}\ \mathrm{cm^{-3}}$ they would supply 82 %, and the field would be far from uniform. Charged surface or interface states can also screen it. The 50 nm thickness is small compared with micrometre-scale device layers. Extrapolated to 1 µm, the field would imply a drop of about 11 V, well above the 2.4 eV gap divided by the elementary charge, so carriers would have to rearrange. Defects and nonuniform strain matter too. If a fraction $f$ of the film area has the inverted crystal polarity, $e_{14}$ changes sign there and the mean bound charge is multiplied by $1-2f$; ten per cent inverted area lowers it by 20 %. The calculated field is therefore an estimate for a uniform, carrier-free film, not a prediction for a particular device.

## Values computed for the example and the checks

```
INPUTS (rough, rounded)
C11: 390 GPa
C12: 140 GPa
C44: 250 GPa
e14: 35 uC/cm2
relative permittivity: 9.7
in-plane strain: 0.2 %
film thickness: 50 nm
band gap: 2.4 eV
breakdown field: 1.5 MV/cm
background donor density: 1e+16 cm^-3
tunnelling mass: 0.2 electron masses
film minus substrate thermal expansion: 1e-06 1/K
room temperature: 300 K
temperature of use: 500 K
effective band density of states: 3e+19 cm^-3
RESULTS
(111) normal strain: -0.04072 %
(111) cubic shear strain s: -0.08024 %
(111) polarization along [111]: -0.09729 uC/cm2
(111) polarization magnitude: 0.09729 uC/cm2
(111) bound sheet density: 6.072e+11 charges/cm2
(111) open-circuit field along [111]: 0.1129 MV/cm
(111) voltage drop across film: 0.5644 V
(001) normal strain: -0.1436 %
(001) polarization magnitude: 0.000000 uC/cm2
RIGID-ION TEST
|P|/(|e14 s|) from relaxed crystal: 3.46409
2 sqrt(3): 3.46410
(001)/(111) polarization at 2% strain, below: 1e-09
NEGLECTED EFFECTS
electromechanical stiffening: 0.3416 %
rigid-ion nonlinearity at film strain: -0.5315 %
donor charge / bound charge: 8.234 %
field / breakdown field: 7.526 %
interband tunnelling exponent: 1006
polarization change on heating: -10 %
intrinsic sheet density when hot: 120.4 cm^-2
(001) miscut toward [110]: 4 degrees
miscut (001) normal polarization: 0.0005905 uC/cm2
miscut (001) lateral polarization: 0.008403 uC/cm2
```
